\section*{Hopping barrier for ten-year residence of a written surface atom}

\section{Problem}

A scanning probe has placed one atom in a site on a crystal surface. The atom can leave by a thermally activated hop over a barrier of height $E$, measured from the potential minimum of the site to the saddle point. Its attempt frequency is assumed to be $\nu=10^{13}$ per second.

\begin{enumerate}
\item[(a)] How high must $E$ be for the mean residence time to be ten years at 300 K?
\item[(b)] How does the answer change if the surface is at 350 K, or if a pattern of 1000 atoms must survive without a single hop?
\item[(c)] Is the assumed frequency reasonable for a phosphorus atom on a silicon surface, and is classical mechanics good enough?
\item[(d)] Does a sufficient barrier ensure that the written pattern lasts?
\end{enumerate}

The algebra uses atomic units, so $\hbar=1$ and the elementary charge is 1; Boltzmann's constant $k$ is kept. An angular frequency $\omega=2\pi\nu$ is then also an energy. Numbers are given in eV, nm and K, with laboratory units for pressure and field. In part (a), $\nu$ is the prefactor of the \emph{total} escape rate, summed over all exits from the site.

\section{Solution}

\subsection{From escape rate to mean residence time}

Let $R$ be the probability per unit time that an atom still in its site leaves it. If the atom returns to thermal equilibrium in the well between attempts, it keeps no memory of how long it has been there, and $R$ is constant. The probability $S(t)$ that it has not yet hopped obeys
\begin{equation}
\frac{dS}{dt}=-RS,\qquad S(0)=1,\qquad\text{so}\qquad S(t)=e^{-Rt}.
\end{equation}
The probability of leaving between $t$ and $t+dt$ is $-dS$. Integration by parts gives the mean residence time:
\begin{equation}
\tau=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\bigl[-tS\bigr]_0^\infty+\int_0^\infty S\,dt=\frac1R .
\end{equation}
The boundary term vanishes because $S$ decays exponentially. At $t=\tau$ the survival probability is $e^{-1}=0.368$. A ten-year mean therefore leaves a single atom with a 63\% chance of having hopped within ten years.

This law can be seen in a simulation of independent attempts. Energies were drawn at random from the Boltzmann distribution of a classical oscillator, and the atom left when an energy exceeded $6kT$. The fraction of lifetimes longer than the predicted mean was 0.370.

\subsection{From barrier to escape rate}

Take one coordinate $x$, mass $m$ and momentum $p$. The minimum has $V=0$ and the saddle has $V=E$. In equilibrium, the rate of outward crossing per atom in the well is the one-way flux at the saddle divided by the phase-space integral of the well:
\begin{equation}
R_1=\frac{\displaystyle\int_0^\infty \frac pm\,e^{-(p^2/2m+E)/kT}\,dp}
{\displaystyle\int_{-\infty}^{\infty}e^{-p^2/2mkT}\,dp\int_{\rm well}e^{-V(x)/kT}\,dx}.
\end{equation}
In the numerator put $w=p^2/2m$, so that $dw=(p/m)\,dp$. The integral becomes $e^{-E/kT}\int_0^\infty e^{-w/kT}dw=kT\,e^{-E/kT}$. The momentum integral below is a Gaussian equal to $\sqrt{2\pi mkT}$. Thus
\begin{equation}
R_1=\sqrt{\frac{kT}{2\pi m}}\;
\frac{e^{-E/kT}}{\int_{\rm well}e^{-V/kT}\,dx}.
\label{flux}
\end{equation}
For $E\gg kT$ the atom stays near the minimum, where $V\simeq m\omega^2x^2/2$. The remaining integral is then $\sqrt{2\pi kT/(m\omega^2)}$, and
\begin{equation}
R_1=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}
=\frac{\omega}{2\pi}\,e^{-E/kT}.
\end{equation}
The mass and the thermal energy cancel from the prefactor, leaving the vibration frequency. Exits with equal barriers add their rates, so the total is
\begin{equation}
R=\nu e^{-E/kT},
\end{equation}
where $\nu$ is the sum of the frequencies of the separate exits. This result assumes classical motion, equilibrium in the well, and no immediate return after a crossing. Because only one coordinate was kept, it also assumes that vibrations across the path are the same at the site and at the saddle. If they are softer at the saddle, the prefactor is larger; if they are stiffer, it is smaller.

\subsection{Part (a): the required barrier}

Setting $R=1/\tau$ gives $e^{E/kT}=\nu\tau$, and hence
\begin{equation}
E=kT\ln(\nu\tau).
\label{barrier}
\end{equation}
Ten years are $3.156\times10^8$ s, so $\nu\tau=3.156\times10^{21}$. This is the number of attempts, of which one on average should succeed. Its logarithm is
\begin{equation}
\ln(3.156\times10^{21})=\ln 3.156+21\ln10=1.149+48.354=49.50 .
\end{equation}
With $kT=0.02585$ eV at 300 K,
\begin{equation}
E=0.02585\times49.50\ \text{eV}=1.28\ \text{eV},
\end{equation}
or 0.0470 hartree.

The logarithm makes this estimate robust against errors in $\nu$. Changing $\nu$ to $\nu'$ at fixed $T$ and $\tau$ moves the requirement by $kT\ln(\nu'/\nu)$. One factor of ten costs 0.06 eV. If $10^{13}$ per second is instead the frequency of \emph{each} of four equal exits, the requirement rises by $kT\ln4=0.036$ eV, to 1.32 eV.

The converse is less forgiving. At fixed $\nu$ and $T$, an error $\delta E$ in a known barrier multiplies the lifetime by $e^{\delta E/kT}$, so an error of 0.06 eV changes it by about a factor of ten.

\subsection{Part (b): a warmer surface and a larger pattern}

At fixed $\nu\tau$, equation (\ref{barrier}) makes the barrier proportional to temperature. At 350 K it must be
\begin{equation}
E=1.280\times\frac{350}{300}\ \text{eV}=1.49\ \text{eV}.
\end{equation}
Now keep the barrier that gives ten years at $T=300$ K and warm the surface to $T'=350$ K. Since $E/kT'=(T/T')\ln(\nu\tau)$, the new mean time is
\begin{equation}
\tau'=\frac1\nu e^{E/kT'}=\frac1\nu(\nu\tau)^{T/T'}
=10^{-13}\,e^{49.504\times300/350}\ \text{s}
=2.7\times10^5\ \text{s}.
\end{equation}
This is 3.1 days. A rise of 50 K has turned years into days, because the large logarithm multiplies the change in $1/T$.

For a pattern, suppose that $N$ atoms hop independently with the same rate $R$. The probability that none has hopped by time $t$ is the product of their survival probabilities:
\begin{equation}
P=\bigl(e^{-Rt}\bigr)^N=e^{-NRt}.
\end{equation}
Taking the logarithm and inserting $R=\nu e^{-E/kT}$,
\begin{equation}
-\ln P=N\nu t\,e^{-E/kT}
\quad\Longrightarrow\quad
E=kT\left[\ln(\nu t)+\ln\frac{N}{-\ln P}\right].
\label{pattern}
\end{equation}
The second logarithm is the price of asking for an intact pattern instead of a mean lifetime. For $N=1000$ and $P=0.90$ it is $\ln(1000/0.1054)=9.16$. At 300 K this adds 0.24 eV and brings the barrier to 1.52 eV. At 350 K both logarithms are multiplied by the larger $kT$, and the requirement is 1.77 eV.

For one atom with $P=0.90$, the addition at 300 K is $0.02585\ln(1/0.1054)=0.058$ eV. Most of the pattern's extra cost thus comes from the number of atoms.

Equal barriers are a favourable assumption. An atom whose barrier is lower by $\delta$ contributes $e^{\delta/kT}$ times the rate of a normal atom. For $\delta=0.1$ eV at 300 K this factor is $e^{3.87}\simeq48$, so about twenty such atoms would hop as often as the other 980 together. A few weakly bound sites can control the life of the pattern.

\subsection{Part (c): the attempt frequency}

A simple path for a row of equivalent sites a distance $a$ apart is
\begin{equation}
V(x)=E\sin^2\frac{\pi x}{a}.
\end{equation}
It has minima at $x=0,\pm a,\ldots$ and saddles halfway between them. Near $x=0$, $V\simeq E\pi^2x^2/a^2$. Equating this to $m\omega^2x^2/2$ gives
\begin{equation}
\omega=\frac{\pi}{a}\sqrt{\frac{2E}{m}},\qquad
\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{E}{2m}}.
\label{freq}
\end{equation}
For phosphorus, $m=30.974$ u. The surface period of silicon (001) suggests a rough hop length $a=0.38$ nm. The atom has two exits, left and right, so the barrier must satisfy
\begin{equation}
E=kT\ln\left[2\,\frac{1}{a}\sqrt{\frac{E}{2m}}\;\tau\right].
\end{equation}
The unknown also appears inside the logarithm, but weakly, and iteration from 1.28 eV settles quickly. The solution is $E=1.27$ eV, with $3.7\times10^{12}$ per second for each exit and $7.4\times10^{12}$ per second in total. Relative to part (a), the shift is $kT\ln0.741=-0.008$ eV. The assumed frequency is therefore reasonable for this model.

The harmonic approximation to the well can be checked on the same path. With $\theta=\pi x/a$, $\sin^2\theta\simeq\theta^2-\theta^4/3$. The Gaussian weight has $\langle\theta^2\rangle=kT/2E$ and $\langle\theta^4\rangle=3(kT/2E)^2$. To leading order the well integral is multiplied by
\begin{equation}
1+\frac{E}{3kT}\langle\theta^4\rangle=1+\frac{kT}{4E}=1.005 .
\end{equation}
The rate falls by 0.5\%, which lowers the required barrier by about $10^{-4}$ eV. Numerical integration of (\ref{flux}) for one exit, with $a$ adjusted to hold the frequency at $10^{13}$ per second, gives 1.2796 eV against 1.2798 eV from (\ref{barrier}).

\subsection{Part (c): quantum motion}

Define $u=\omega/kT$. Here $\omega$ is the vibration frequency of the well, not the prefactor summed over exits. As a cautious case take $\omega/2\pi=10^{13}$ per second, higher than the $3.7\times10^{12}$ per second of the phosphorus path; then $\omega$ corresponds to 0.0414 eV and $u=1.60$ at 300 K. This is not small, so two corrections need to be sized.

The first comes from the well. Its classical partition function is $kT/\omega=1/u$. The quantum one, with energies measured from the potential minimum, is a geometric series:
\begin{equation}
\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}
=\frac{1}{2\sinh(u/2)} .
\end{equation}
The partition function stands in the denominator of the rate. Replacing the classical by the quantum value multiplies the rate by
\begin{equation}
f_{\rm well}=\frac{1/u}{1/[2\sinh(u/2)]}=\frac{\sinh(u/2)}{u/2}=1.110 .
\end{equation}
This is the product of two opposing factors. The zero-point energy raises the atom towards the saddle and alone would give $e^{u/2}=2.2$; the spacing of the levels contributes $(1-e^{-u})/u=0.50$ and offsets most of that gain.

The second correction is tunnelling near the barrier top. On the sine path the barrier has the same curvature magnitude as the well. The standard transmission probability of a parabolic barrier at energy $E+ykT$ is $1/(1+e^{-2\pi y/u})$; it is used here without derivation. Classically the transmission is a step, and $\int_0^\infty e^{-y}dy=1$. The quantum factor is therefore
\begin{equation}
f_{\rm bar}=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}
=b\int_{-\infty}^{\infty}\frac{e^{-bs}\,ds}{1+e^{-s}},
\qquad s=\frac{2\pi y}{u},\quad b=\frac{u}{2\pi}.
\end{equation}
Call the last integral $I$. Shifting $s$ by $2\pi i$ multiplies the integrand by $e^{-2\pi ib}$. Between the two lines lies one pole, at $s=i\pi$, with residue $e^{-i\pi b}$. For $0<b<1$ the ends of the contour contribute nothing, so
\begin{equation}
I\left(1-e^{-2\pi ib}\right)=2\pi i\,e^{-i\pi b}
\quad\Longrightarrow\quad I=\frac{\pi}{\sin\pi b},
\qquad f_{\rm bar}=\frac{u/2}{\sin(u/2)}=1.115 .
\end{equation}

Both factors were tested on the sine path with $E=1.28$ eV, the phosphorus mass and $a=0.141$ nm, the length that gives $10^{13}$ per second in (\ref{freq}). Solving the Schr\"odinger equation for scattering from one hump, then averaging thermally, gives 1.116 for the barrier. The levels of the periodic well give 1.108 for the well.

Together the factors raise the rate by 1.24. Restoring the ten-year mean needs an extra $kT\ln1.24=0.006$ eV, well below the uncertainty in $\nu$. On the 0.38 nm phosphorus path $u=0.59$, the combined factor is 1.03 and the shift is below 0.001 eV. Vibrations across the path were not quantized; if they differ between site and saddle they add a shift of similar size, about 0.007 eV for two modes that soften from 15 to 10 THz. Classical mechanics suffices for the estimate at 300 K.

The parabolic formula requires $b<1$, or $kT>\omega/2\pi$. For this frequency the limit is 76 K. Near and below it, tunnelling well beneath the saddle matters and the full barrier shape is needed. At 300 K one can still ask whether tunnelling from the ground state competes. Its exponent is
\begin{equation}
A=2\int\sqrt{2m\,[V(x)-\omega/2]}\;dx=240,
\end{equation}
taken between the classical turning points of the 0.141 nm path. As an incoherent rate, this route is smaller than the thermal one by about $e^{-240+49.5}\sim10^{-83}$. Between exactly equivalent sites the tunnel coupling scales as $e^{-A/2}$ and is about $10^{-39}$ per second, so even fully coherent transfer has a probability of only about $10^{-61}$ in ten years. Without the small term $\omega/2$, the exponent would be $4a\sqrt{2mE}/\pi=8E/\omega$ by (\ref{freq}), which is $8/u=5$ times $E/kT$. Ground-state tunnelling is therefore negligible at 300 K.

\subsection{Part (d): what the barrier does not cover}

Strong friction with the crystal can send some crossings straight back. If half of the crossings led to lasting escape, the requirement would fall by $kT\ln2=0.018$ eV. Very weak friction also lowers the rate, because the crystal then refills the energies near the saddle too slowly to keep the well in equilibrium. On the sine path an atom at the saddle energy loses $4E\gamma/\omega$ across one well for a friction rate $\gamma$; this falls below $kT$ only for $\gamma/\omega\lesssim0.005$ when $E=49.5\,kT$.

A probe field can act the other way. Let a constant lateral field $F$ act on an effective charge $q$. The energy $-qFx$ lowers the saddle at $x=a/2$ relative to the minimum at $x=0$ by $qFa/2$, to first order in $F$. For $q=0.1$, $F=10$ MV/cm (1 V/nm) and $a=0.38$ nm,
\begin{equation}
\Delta E=0.1\times1\times\frac{0.38}{2}\ \text{eV}=0.019\ \text{eV}.
\end{equation}
The opposite saddle rises by the same amount. With two exits the total rate is multiplied by $\cosh(0.019/0.02585)\simeq1.3$, and only while the field is present. The factor depends strongly on the assumed charge: the same field gives about 19 for $q=0.5$ and several hundred for $q=1$. The estimate covers a static field only, not excitation of the atom by the tunnelling current.

Gas arrival is a much larger concern for a bare reactive surface. A gas of pressure $p_g$ and molecular mass $m_g$ has density $p_g/kT$. The velocity average used in (\ref{flux}) gives the number of arrivals per area and time:
\begin{equation}
\Phi=\frac{p_g}{kT}\sqrt{\frac{kT}{2\pi m_g}}
=\frac{p_g}{\sqrt{2\pi m_gkT}} .
\end{equation}
For water at $10^{-11}$ Torr and 300 K, $\Phi=4.8\times10^9$ per cm$^2$ per second. A site of area $(0.38\ \text{nm})^2=1.44\times10^{-15}$ cm$^2$ receives one molecule every $1.45\times10^5$ s on average, or about 2200 in ten years. If every molecule reacted where it landed and occupied one site, a clean site would last less than two days on average. A lower reaction probability would lengthen this time; molecules that split and occupy two sites each would shorten it. A barrier against hopping gives no protection against this loss.

\section{A few cases}

The barriers below come from the classical rate law. The time is ten years throughout. The prefactor is $10^{13}$ per second in total unless the row says otherwise.

\begin{center}
\begin{tabular}{lcc}
\hline
Requirement & $T$ (K) & $E$ (eV)\\
\hline
One atom, mean time & 300 & 1.28\\
Same, $10^{13}$ s$^{-1}$ for each of 4 exits & 300 & 1.32\\
Same, phosphorus sine path & 300 & 1.27\\
One atom, mean time & 350 & 1.49\\
1000 atoms, 90\% chance of no hop & 300 & 1.52\\
1000 atoms, 90\% chance of no hop & 350 & 1.77\\
\hline
\end{tabular}
\end{center}

Among these cases, the choice of prefactor moves the answer by hundredths of an eV. The rise of 50 K and the demand for an intact pattern of 1000 atoms each move it by two to three tenths.

\section{Relation to real donor patterns}

In donor lithography on silicon, a probe removes hydrogen from selected places on a passivated surface. Phosphine adsorbs there, heating incorporates phosphorus into the surface layer, and silicon is grown over it. The model's frequency and hop length are of the right order for an atom on such a surface, and $10^{-11}$ Torr is a rough value for a very good vacuum. A lateral field of 10 MV/cm is deliberately strong: it is far above the breakdown field of bulk silicon and can exist only locally under a tip. The effective charge is an assumption. The sine path is not a computed phosphorus diffusion path, and 1.27 eV is the barrier that the model \emph{requires}, not one that phosphorus is known to have. Real devices break the assumption of a lone atom on a bare surface: an incorporated or buried donor moves by other mechanisms. If such a mechanism is a single activated step, (\ref{barrier}) still applies with its own prefactor, and each factor of ten shifts the requirement by 0.06 eV at 300 K. If it needs a defect to arrive first, the rate of that arrival must be included. For a bare pattern, a design rule based on hopping alone is insufficient: the surface also needs passivation or encapsulation, and the barrier must be judged over the whole temperature history. For a single activated step with a fixed prefactor, each period $t$ at temperature $T$ adds $\nu t\,e^{-E/kT}$ to $-\ln S$, where $S$ is the survival probability of one atom. A short warm spell can matter less than years of cooler storage, or far more. For $E=1.28$ eV and $\nu=10^{13}$ per second, ten years at 300 K add about 1 and one hour at 350 K adds 0.013, but one minute at 623 K (350 $^\circ$C) would add more than $10^4$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Attempt frequency: 1.0e+13 per s
Temperature: 300 K
Ten years: 3.1558e+08 s
Thermal energy kT: 0.02585 eV
Attempts in ten years nu*tau: 3.1558e+21
ln(nu*tau): 49.504
Required barrier: 1.2798 eV
Required barrier, converted: 0.04703 hartree
Barrier from flux and root finding: 1.2796 eV
Residence time at 1.28 eV: 10.09 years
Fraction not yet hopped at t = tau: 0.368
Simulated fraction at t = tau: 0.370
Barrier change per decade of nu or tau: 0.0595 eV
Added barrier, four exits each with nu: 0.0358 eV
Phosphorus mass: 30.974 u
Phosphorus path, rough hop length: 0.38 nm
Phosphorus path, frequency per exit: 3.70e+12 per s
Phosphorus path, summed prefactor: 7.41e+12 per s
Phosphorus path, required barrier: 1.2720 eV
Warm surface: 350 K
Warm residence time, same barrier: 3.10 days
Required barrier on warm surface: 1.493 eV
Pattern size: 1000 atoms
Chance that no atom hops in ten years: 0.90
Added barrier for pattern at 300 K: 0.237 eV
Pattern barrier at 300 K: 1.517 eV
Pattern barrier at 350 K: 1.769 eV
Barrier saved by transmission 0.5: 0.0179 eV
Vibrational quantum h*nu: 0.0414 eV
Ratio u = h*nu/kT: 1.600
Hop length of sine path with nu = 1e13: 0.141 nm
Quantum barrier factor, formula: 1.115
Quantum barrier factor, scattering: 1.116
Quantum well factor, formula: 1.110
Quantum well factor, levels: 1.108
Total quantum rate factor: 1.238
Added barrier for quantum motion: 0.0055 eV
Tunnelling crossover temperature: 76.4 K
Ground-state tunnelling exponent: 239.6
log10(ground tunnelling/thermal rate): -82.6
Lateral tip field: 10 MV/cm
Assumed effective charge: 0.1 e
Barrier drop in tip field: 0.0190 eV
Residual water pressure: 1e-11 Torr
Water arrival flux: 4.78e+09 per cm2 per s
Mean time between arrivals per site: 1.45e+05 s
Arrivals per site in ten years: 2177
\end{verbatim}
